# Why interdiffusion stops at a critical point while atoms keep hopping

Take a binary alloy with a faint composition wave of wavelength 1 µm, and ask how long the wave takes to fade at 1500 K. A tracer measurement gives a diffusion coefficient of $10^{-9}$ cm²/s, and from it one estimates a quarter of a second. If the alloy is a strain-free regular solution at its critical point, the model below gives 5.6 days. The atoms are as mobile as the tracer says. What is missing from the estimate is the bias that their mutual energies put on the hops.

These notes take the contributions to the flux one at a time and then compare their sizes. What vanishes is the response to a weak, long wave at the critical composition. Short waves, strong waves and whole diffusion couples still relax.

## The free energy and its curvature

Let $x$ be the fraction of B atoms. Each atom has 12 nearest neighbours, as in an fcc crystal. An A–B bond costs an energy $\epsilon>0$ relative to like bonds, and the two kinds of like bond have equal energy. The mean-field assumption is that neighbouring sites are occupied independently.

With $N$ sites there are $6N$ bonds, of which a fraction $2x(1-x)$ are unlike. The energy per site is $\Omega x(1-x)$ with $\Omega=12\epsilon$. The number of arrangements is $N!/[(Nx)!\,(N-Nx)!]$, and $\ln N!\approx N\ln N-N$ turns its logarithm into an entropy. The free energy per site is

$$g=kT[x\ln x+(1-x)\ln(1-x)]+\Omega x(1-x).$$

Differentiating twice,

$$g'=kT\ln\frac{x}{1-x}+\Omega(1-2x),\qquad g''=\frac{kT}{x(1-x)}-2\Omega .$$

The dimensionless curvature, called the thermodynamic factor, is

$$\Phi=\frac{x(1-x)\,g''}{kT}=1-\frac{2\Omega x(1-x)}{kT}.$$

Since $x(1-x)$ is largest at $x=1/2$, on cooling $\Phi$ first reaches zero there, when $kT_c=\Omega/2$. At this composition $\Phi=1-T_c/T$.

## First contribution: random hopping

Let atoms move by exchanging places with neighbours. Planes are stacked along $z$ with spacing $d$. An atom exchanges with an atom of the next plane at total rate $\Gamma$ when the exchange costs no energy, and at the same rate with the previous plane.

In an alloy of uniform composition all planes are equivalent, so in mean field no exchange between planes costs energy. Label some atoms, of either kind, and let $c_i$ be the fraction of sites on plane $i$ that hold a labelled atom. The net labelled flux per site from plane $i$ to $i+1$ is

$$\Gamma[c_i(1-c_{i+1})-c_{i+1}(1-c_i)]=\Gamma(c_i-c_{i+1}),$$

because the products $c_ic_{i+1}$ cancel. Inflow minus outflow gives

$$\dot c_i=\Gamma(c_{i+1}-2c_i+c_{i-1})\approx\Gamma d^2\,\frac{\partial^2c}{\partial z^2}.$$

The tracer coefficient is therefore $D^*=\Gamma d^2$. Nothing in it refers to the curvature of $g$. At the critical point each atom still leaves its plane at rate $2\Gamma$.

## Second contribution: uphill drift

Now let the composition itself vary. If $\bar x$ is the mean B fraction among an atom's neighbours, a B atom there has bond energy $\Omega(1-\bar x)$ and an A atom has $\Omega\bar x$. The difference is

$$h=\Omega(1-2\bar x).$$

It is lower where B is plentiful. Moving a B atom from plane $i$ to $i+1$, and an A atom back, changes the mean-field energy by $\Delta h=h_{i+1}-h_i$. This ignores that the two atoms are neighbours whose shared bond stays unlike; leaving that bond out, with the other sites still occupied independently, makes the mean cost 13/12 of $\Delta h$ in a uniform gradient. $\Delta h$ is used here because it is the change in the same energy from which $g$ is built. Detailed balance requires the forward and reverse rates to have the ratio $e^{-\Delta h/kT}$. Splitting the factor evenly, the net B flux per site is

$$J=\Gamma\left[x_i(1-x_{i+1})e^{-\Delta h/2kT}-x_{i+1}(1-x_i)e^{\Delta h/2kT}\right].$$

Let $\Delta x=x_{i+1}-x_i$ be small and keep first order. The 1 in each exponential leaves $x_i-x_{i+1}=-\Delta x$. The next term multiplies $-\Delta h/2kT$ by the sum of two products, each close to $x(1-x)$. Thus

$$J=-\Gamma\Delta x-\Gamma x(1-x)\frac{\Delta h}{kT}.$$

For slow variation $\bar x\approx x$, so $\Delta h=-2\Omega\Delta x$ and

$$J=-\Gamma\Delta x+\Gamma\frac{2\Omega x(1-x)}{kT}\Delta x=-\Gamma\Phi\,\Delta x .$$

The interdiffusion coefficient is

$$\tilde D=\Gamma d^2\Phi=D^*\Phi .$$

The first term is the random flux: more B atoms stand on the B-rich side, so more leave it. The second is a drift in the opposite direction: B atoms lower their energy by moving towards other B atoms. At $x=1/2$ the drift is $T_c/T$ times the random flux. At $1.04\,T_c$ it cancels 96% of it, and at $T_c$ all of it, to first order in the gradient. A labelled atom in a uniform alloy feels no such drift, because $h$ is then the same on every plane, however the labels are distributed.

## The same balance with vacancies

Metal atoms mostly move by jumping into vacancies, and A and B then have different mobilities. The cancellation survives. Let $x_A=1-x$, $x_B=x$, and let there be $M$ sites with few vacancies. The mixing energy is $E=\Omega N_AN_B/M$.

Removing a B atom at fixed $M$ changes $E$ by $-\Omega x_A$, so a B atom has site energy $\Omega x_A$. Adding an empty site at fixed atom numbers changes $E$ by $\partial E/\partial M=-\Omega x_Ax_B$. If vacancies stay in local equilibrium, their fraction is $v=v_0e^{\Omega x_Ax_B/kT}$, where $v_0$ contains the composition-independent part of the formation energy.

Take the saddle-point energy of a jump to be independent of composition. A B atom then jumps at a rate proportional to $e^{\Omega x_A/kT}$ and to the vacancy fraction on the target plane. With $a=x_Be^{\Omega x_A/kT}/v$ and a rate constant $\nu_B$,

$$J_B=\nu_Bv_iv_{i+1}(a_i-a_{i+1})\approx-\nu_Bv^2a\,\Delta\ln a .$$

Here $v^2a=v\,x_Be^{\Omega x_A/kT}$. Since $x_A-x_Ax_B=x_A^2$,

$$\ln a=\ln x_B+\frac{\Omega x_A^2}{kT}+\text{const},\qquad \frac{d\ln a}{dx}=\frac1x-\frac{2\Omega(1-x)}{kT}=\frac{\Phi}{x}.$$

In a uniform alloy labelled B atoms diffuse with $D_B^*=d^2\nu_Bve^{\Omega x_A/kT}$. Hence $J_B=-(D_B^*/d^2)\Phi\Delta x$. Exchanging the labels, with $\Delta x_A=-\Delta x$, gives $J_A=+(D_A^*/d^2)\Phi\Delta x$.

These fluxes are relative to the lattice planes. In a frame with no net flow of atoms, the B flux is $J_B-x(J_A+J_B)=(1-x)J_B-xJ_A$, so that

$$\tilde D=[(1-x)D_B^*+xD_A^*]\,\Phi .$$

Unequal mobilities change the prefactor but not the zero. This prefactor needs vacancy sources and sinks, such as dislocations, spaced more closely than the wavelength. Without them the vacancy fraction adjusts until $J_A+J_B\approx0$, and the prefactor becomes $D_A^*D_B^*/[(1-x)D_A^*+xD_B^*]$, still multiplied by $\Phi$. This derivation neglects correlations between successive vacancy jumps. For the example I return to equal mobilities.

## Third contribution: neighbours on other planes

The step $\bar x\approx x$ fails for short waves. On fcc (100) planes an atom has four neighbours on its own plane and four on each adjacent one, so $\bar x_i=(x_{i-1}+x_i+x_{i+1})/3$. For a weak wave of wavenumber $k_w$, averaging multiplies the wave by

$$w=\frac{1+2\cos k_wd}{3}\approx1-\frac{(k_wd)^2}{3}.$$

The drift is reduced by this factor while the random flux is unchanged. The chemical decay rate divided by the tracer decay rate at the same wavelength is

$$r=1-\frac{2\Omega x(1-x)}{kT}\,w .$$

At the critical point this is $r=1-w\approx(k_wd)^2/3$. The tracer wave decays at rate $D^*k_w^2$, so the chemical wave decays at $D^*d^2k_w^4/3$. Doubling the wavelength lengthens the tracer time fourfold and the chemical time sixteenfold.

## Fourth contribution: finite amplitude

At $T_c$, $\Omega/kT=2$, and away from the critical composition

$$\tilde D=D^*[1-4x(1-x)]=D^*(1-2x)^2 .$$

This is $0.64\,D^*$ at $x=0.1$ and $0.04\,D^*$ at $x=0.4$. A strong wave spends most of its length where $\tilde D$ is not zero. Write $x=\tfrac12+u$ with $u=A\cos k_wz$. Then $\tilde D=4D^*u^2$, and

$$\frac{\partial u}{\partial t}=\frac{\partial}{\partial z}\left(4D^*u^2\frac{\partial u}{\partial z}\right)=D^*\frac{\partial^2}{\partial z^2}\left(\frac{4u^3}{3}\right).$$

With $\cos^3\theta=(3\cos\theta+\cos3\theta)/4$, the part of $4u^3/3$ that has the original wavelength is $A^3\cos k_wz$. The wave therefore starts to decay at rate $D^*k_w^2A^2$. To leading order the two small contributions add:

$$r\approx A^2+\frac{(k_wd)^2}{3}.$$

The extreme case is a foil of thickness $L$ with one face held at pure A and the other at pure B. In steady state the flux is the same at every depth. In the exchange model $D^*$ does not depend on composition, so integrating $\tilde D\,\partial x/\partial z$ across the foil gives an effective coefficient

$$\int_0^1D^*(1-2x)^2dx=\frac{D^*}{3}.$$

Solving the exchange equations plane by plane with Newton's method, for a foil 160 plane spacings thick, gives $0.334\,D^*$. A couple between the pure elements thus mixes at $T_c$, although $\tilde D$ is zero at one composition inside it.

## Fifth contribution: coherency strain

If A and B differ in size, a composition wave in a perfect crystal also stores elastic energy. Let the stress-free lattice parameter change by a relative amount $\eta u$. The layers share one in-plane spacing, so each is strained by $e=-\eta u$ in both in-plane directions and is free to relax along $z$. For an isotropic solid with Young's modulus $E_Y$ and Poisson's ratio $\nu$, equal in-plane stresses $\sigma$ give $e=\sigma(1-\nu)/E_Y$. Thus $\sigma=Ye$ with $Y=E_Y/(1-\nu)$. The energy density is $2\times\tfrac12\sigma e=Y\eta^2u^2$.

With $V$ the volume per site, this adds $2YV\eta^2$ to $g''$. At $x=1/2$,

$$\Phi_{\rm coh}=1-\frac{T_c-K}{T},\qquad K=\frac{YV\eta^2}{2k}.$$

Strain opposes the drift and moves the zero down to $T_c-K$.

## Weighing the contributions

The parameters are round values in the rough regime of gold–platinum, a pair met in metal contacts with a platinum barrier layer: $T_c=1500$ K, lattice parameter 0.40 nm, and $D^*=10^{-9}$ cm²/s $=10^5$ nm²/s at $T_c$. Then $\Omega=2kT_c=0.259$ eV and $d=0.20$ nm. The hopping rate is $\Gamma=10^5/0.20^2=2.5\times10^6$ s⁻¹.

For a wavelength of 1000 nm, $k_w=2\pi/1000=0.00628$ nm⁻¹. The tracer time is $1/(D^*k_w^2)=0.253$ s. Also $k_wd=1.26\times10^{-3}$ and $(k_wd)^2/3=5.26\times10^{-7}$.

For the strain I take $E_Y=120$ GPa, $\nu=0.40$ and $\eta=0.04$. Then $Y=200$ GPa, $V=0.40^3/4=0.016$ nm³ and $K=185$ K, so at $T_c$ the strain contributes $185/1500=0.124$.

In units of the random flux, the contributions at $T_c$ and $x=1/2$ are:

| Contribution | Size | Decay time with it |
|---|---|---|
| random hopping | $+1$ | 0.253 s, alone |
| uphill drift | $-1$ | no decay |
| neighbouring planes | $+5.3\times10^{-7}$ | $4.8\times10^5$ s |
| amplitude $A=0.05$ | $+2.5\times10^{-3}$ | 101 s, initially |
| coherency strain | $+0.124$ | 2.05 s |

Each of the last three rows starts from the cancelled pair. The amplitude and strain rows also include the tiny neighbour term. In the $4.8\times10^5$ s, or 5.6 days, that the weak strain-free wave needs, each atom changes plane about $2\Gamma t=2.4\times10^{12}$ times.

The long time is fragile. The amplitude term equals the neighbour term at $A=k_wd/\sqrt3=7\times10^{-4}$, so the wave must be weaker than this. The temperature must also be close to critical: $\Phi=1-T_c/T$ reaches $5.3\times10^{-7}$ only 0.8 mK above $T_c$. With an assumed activation energy of 2.6 eV, heating by 15 K raises $D^*$ by 22%, but it raises $\Phi$ from zero to 0.0099. The decay time falls to 21 s, almost wholly because of $\Phi$.

## What a real alloy changes

In gold–platinum the largest correction estimated here is the strain. A weak wave in a single crystal has too little strain to be expected to create dislocations. At this wavelength a critical-thickness estimate sets the limit at an amplitude of order 0.01, so a wave with $A=0.05$ may lose coherency. Below the limit the coherent result is the relevant one: about 2 s instead of 5.6 days at 1500 K, with the zero moved to about 1315 K. These figures rest on an isotropic modulus. Both metals are elastically anisotropic, and for a wave along [100] their room-temperature constants give a shift nearer 145 K and a time nearer 2.6 s. Waves along other directions meet a stiffer crystal and have a larger shift. At 1500 K the moduli are lower than at room temperature, which reduces the shift and lengthens the time. The real miscibility gap is also asymmetric, so its critical composition is not $1/2$, and melting sets in not far above it. The chosen $D^*$ is an order-of-magnitude value.

Mean field also ignores the preference of atoms for like neighbours. A better estimate treats the probability $y$ that a bond has A at one given end and B at the other as a variable. The free energy per site is then $\Omega y+6kT\sum p\ln p-11kT[x\ln x+(1-x)\ln(1-x)]$, where $p$ runs over the pair probabilities $1-x-y$, $x-y$, $y$ and $y$. The last term corrects for each site being counted in 12 bonds. Minimising over $y$ numerically and finding where the curvature at $x=1/2$ vanishes gives a critical temperature 0.914 times the mean-field one, at fixed $\Omega$. Correlations beyond pairs remain outside this estimate. Simulations of the same fcc model, which include them, put the critical temperature at about 0.82 of the mean-field one. They also show that the linear law $\Phi=1-T_c/T$ is only rough near the critical point: about 10% above the true $T_c$, $\Phi$ is little more than half of what the law gives.

A barrier layer does not work at this zero. At 700 K, taken as a rough temperature of use, the strain-free model gives $\Phi=1-1500/700=-1.14$ at $x=1/2$: drift exceeds random hopping, and long waves grow. Mixing is limited instead by solubility. Because $g$ is symmetric about $x=1/2$, the common tangent that fixes the two coexisting compositions is horizontal and touches $g$ at its two minima. The A-rich minimum lies at 1.5 at.% B. This is a mean-field figure: for the same $T_c$, simulations of the symmetric fcc model, which include correlations, give about 0.6 at.%, and the real asymmetry will change it again. Extrapolating $D^*$ with 2.6 eV gives $1.0\times10^{-19}$ cm²/s, and $\sqrt{2D^*t}$ is about 9 nm after 1000 h. That figure suits the platinum-rich side at best. Diffusion in gold has a lower activation energy: with about 2.1 eV and a prefactor of 0.1 cm²/s for platinum in gold, the length is over 200 nm. Both figures are for transport through the crystal lattice alone; grain boundaries in a thin film can carry much more.
